# When v(r) + w(r)L² Can Replace Three Semilocal Channels

## The decision in a Monte Carlo calculation

Before a diffusion Monte Carlo calculation with pseudopotentials, one must decide whether to keep the semilocal operator or replace it by a differential operator. The semilocal operator requires integrals of the many-electron wave function over spheres around each nucleus. A potential of the form $v(r)+w(r)L^2$ requires only derivatives at the current electron positions. The replacement is useful if it reproduces the required angular-momentum channels and also gives an admissible diffusion process. These are two separate conditions.

Consider one electron and one nucleus at the origin. Let $\mathbf L=\mathbf r\times\mathbf p$, let $m$ be the electron mass, and let $V_l(r)$ be the complete potential in channel $l$. In Gaussian units it contains the attraction $-Ze^2/r$ of the valence charge $Z$, which cancels from all differences between channels. The semilocal operator acts as

$$
\hat V_{\rm sl}\,f(r)Y_{lm}=V_l(r)f(r)Y_{lm}.
$$

The proposed Hamiltonian keeps the ordinary kinetic energy:

$$
H=\frac{p^2}{2m}+v(r)+w(r)L^2,
$$

with real functions $v$ and $w$. Since $L^2$ acts only on angles, it commutes with $w(r)$, and their product is Hermitian.

## What $L^2$ does in each channel

The Laplacian in spherical coordinates is

$$
\nabla^2=\frac{\partial^2}{\partial r^2}+\frac{2}{r}\frac{\partial}{\partial r}-\frac{L^2}{\hbar^2r^2}.
$$

The function $r^lY_{lm}$ is a harmonic polynomial, so its Laplacian vanishes. The radial derivatives give $[l(l-1)+2l]r^{l-2}Y_{lm}$. Therefore

$$
L^2Y_{lm}=\hbar^2l(l+1)Y_{lm},
$$

and the proposed potential multiplies channel $l$ by

$$
v(r)+\hbar^2l(l+1)w(r).
$$

For s, p and d functions, $l(l+1)$ is 0, 2 and 6.

## The condition, in both directions

Suppose the two operators agree on every function with $l=0,1,2$. The radial factor $f(r)$ is arbitrary, so the multipliers must agree at every $r>0$:

$$
V_s=v,\qquad V_p=v+2\hbar^2w,\qquad V_d=v+6\hbar^2w.
$$

Subtracting the first equation from the other two gives

$$
V_p-V_s=2\hbar^2w,\qquad V_d-V_s=6\hbar^2w.
$$

Eliminating $w$ leaves

$$
\boxed{V_d(r)-V_s(r)=3[V_p(r)-V_s(r)]}
$$

as a necessary condition. Conversely, suppose it holds, and choose

$$
v=V_s,\qquad w=\frac{V_p-V_s}{2\hbar^2}.
$$

The s and p channels are then correct by construction. The d channel is $V_s+3(V_p-V_s)$, which equals $V_d$ by assumption. The condition is thus also sufficient. The first two channel equations fix $v$ and $w$ uniquely.

Where $V_p=V_s$, the condition requires $V_d=V_s$ too. If all three are equal everywhere, $w=0$ and the potential is local.

The result concerns $l\le2$. An f function would receive $v+12\hbar^2w$. If the semilocal potential uses $V_d$ for f functions as well, agreement there requires

$$
v+12\hbar^2w=v+6\hbar^2w,
$$

hence $w=0$. A semilocal potential with one common potential for all $l\ge2$ therefore cannot be reproduced on the whole space unless its channels coincide.

The result also assumes equality of potentials. It does not exclude a different $v,w$ that reproduces selected energy levels without reproducing the $V_l$. A pseudo-Hamiltonian with a position-dependent radial mass has another free function and needs a separate analysis.

## A measure of the violation

Define the defect

$$
D=(V_d-V_s)-3(V_p-V_s)=V_d-3V_p+2V_s.
$$

It vanishes where the condition holds. For any trial $v,w$, let the channel errors be

$$
\epsilon_l=V_l-v-\hbar^2l(l+1)w.
$$

In the combination $2\epsilon_s-3\epsilon_p+\epsilon_d$, the coefficient of $-v$ is $2-3+1=0$, and that of $-\hbar^2w$ is $-3\cdot2+6=0$. Hence

$$
2\epsilon_s-3\epsilon_p+\epsilon_d=D
$$

for every choice of $v$ and $w$. The triangle inequality gives

$$
|D|\le2|\epsilon_s|+3|\epsilon_p|+|\epsilon_d|
\le6\max_l|\epsilon_l|.
$$

At each radius, at least one channel is therefore wrong by $|D|/6$ or more.

This bound can be reached. Choose $v$ to make $\epsilon_s=D/6$, and then $w$ to make $\epsilon_p=-D/6$. The identity forces

$$
\epsilon_d=D-2\frac D6-3\frac D6=\frac D6.
$$

All three errors then have magnitude $|D|/6$, the smallest possible maximum.

## Where the error goes if two channels are matched

One may instead match two channels and let the third absorb the error. Write $\delta V_l$ for the predicted minus the true potential; this is the opposite sign to $\epsilon_l$.

Matching s and p predicts d:

$$
\delta V_d=V_s+3(V_p-V_s)-V_d=-D.
$$

Matching s and d gives $2\hbar^2w=(V_d-V_s)/3$, so

$$
\delta V_p=V_s+\frac{V_d-V_s}{3}-V_p
=\frac{2V_s+V_d-3V_p}{3}=\frac D3.
$$

Matching p and d gives $4\hbar^2w=V_d-V_p$. Going down from p to s subtracts $2\hbar^2w$:

$$
\delta V_s=V_p-\frac{V_d-V_p}{2}-V_s
=\frac{3V_p-V_d-2V_s}{2}=-\frac D2.
$$

To find the effect on a level, let $H_\lambda=H_l+\lambda\,\delta V_l$, with normalized lowest state $u_\lambda$ and energy $E(\lambda)$. Differentiate $E=\langle u_\lambda|H_\lambda|u_\lambda\rangle$. The terms containing $du_\lambda/d\lambda$ sum to $E\,d\langle u_\lambda|u_\lambda\rangle/d\lambda=0$. Thus $dE/d\lambda=\langle\delta V_l\rangle_\lambda$, and

$$
\Delta E_l=\int_0^1\langle\delta V_l\rangle_\lambda\,d\lambda.
$$

Using the unperturbed state $u_0$ as a trial function for $H_1$ gives $E(1)\le E(0)+\langle\delta V_l\rangle_0$. The first-order shift is therefore an upper bound to $\Delta E_l$, with its sign included.

## Silicon: the potentials

The example is the silicon ccECP, which replaces ten core electrons and leaves $Z=4$. It has separate s and p channels; its local potential serves d and all higher $l$. The results below describe this pseudopotential, not every possible pseudopotential for silicon.

Radii are in bohr and potentials in hartree:

| $r$ | $V_p-V_s$ | $V_d-V_s$ | Ratio | $D$ |
|---:|---:|---:|---:|---:|
| 0.25 | −15.445 | −30.681 | 1.99 | 15.655 |
| 0.50 | −5.842 | −15.314 | 2.62 | 2.212 |
| 0.75 | −1.824 | −6.338 | 3.47 | −0.865 |
| 1.00 | −0.315 | −2.051 | 6.51 | −1.106 |
| 1.50 | 0.060 | −0.084 | −1.39 | −0.265 |

At $r=1$ bohr, for example,

$$
D=-2.0508-3(-0.3150)=-1.1058\ \text{hartree}.
$$

Every choice of $v,w$ must make an error of at least $1.1058/6=0.184$ hartree in some channel there.

A scan from 0.02 to about 2 bohr finds one sign change of $D$, at 0.622 bohr. The ratio has the required value 3 at that radius, but the condition must hold at every radius. The ratio diverges at 1.155 bohr, where $V_p=V_s$ but $V_d\ne V_s$. The defect remains finite there, which makes it the better measure.

## Silicon: the energy levels

The next table concerns the single valence electron of Si$^{3+}$. For each row, the named channel is predicted by matching the other two. Energies are in hartree.

| Level | True channel | Predicted | Shift | First order |
|:---|---:|---:|---:|---:|
| s | −1.6398 | −1.5394 | 0.1004 | 0.1124 |
| p | −1.3146 | −1.3737 | −0.0591 | −0.0538 |
| d | −0.9161 | −0.8391 | 0.0770 | 0.1130 |

The shifts are 2.73, −1.61 and 2.10 eV for s, p and d. "True" here means the level of the stated semilocal potential. The numerical check compares these levels with an independent Gaussian-basis calculation and the shifts with the coupling integral.

The signs show which region dominates. For d, $\delta V_d=-D$ is attractive inside 0.622 bohr and repulsive outside it over the scanned range. The positive first-order shift means that the outer contribution outweighs the inner one in the unperturbed d state. The s error has the same sign pattern, while the p error $D/3$ has the opposite pattern and lowers the level.

The first-order values are upper bounds in all three rows. For d, first order gives 0.113 hartree against the full 0.077 hartree, so relaxation of the orbital is substantial.

## The second condition: positive diffusion

Even a perfect ratio of 3 would not guarantee a usable Hamiltonian. To see why, write $w L^2$ as a second derivative in Cartesian coordinates. With summation over repeated indices,

$$
L_i=-i\hbar\,\epsilon_{ijk}x_j\partial_k
=-i\hbar\,\partial_k\epsilon_{ijk}x_j .
$$

The second form is valid because $\epsilon_{ijk}\partial_kx_j=\epsilon_{ijk}\delta_{jk}=0$. Rotations do not change $w(r)$, so it may be placed between the two factors of $L_i$:

$$
wL^2=-\hbar^2\partial_k\,w\,
\epsilon_{ijk}\epsilon_{inq}x_jx_n\partial_q .
$$

Using $\epsilon_{ijk}\epsilon_{inq}=\delta_{jn}\delta_{kq}-\delta_{jq}\delta_{kn}$ gives

$$
wL^2=-\hbar^2\partial_k\,w\,(r^2\delta_{kq}-x_kx_q)\partial_q .
$$

Let $P_{kq}=x_kx_q/r^2$ be the projector onto the radial direction. Adding the ordinary kinetic energy gives

$$
H=-\frac{\hbar^2}{2m}\nabla\cdot(A\nabla)+v,
$$

$$
A=P+T(1-P),\qquad T(r)=1+2mr^2w(r).
$$

In imaginary time, $A$ is the diffusion tensor. Over a short step, the variance of a tangential displacement is proportional to $T$. A negative $T$ would require a negative variance, so no such random walk exists. Strict positivity, $T>0$, gives ordinary diffusion in all directions.

Inserting $w$ for each pair match turns $T>0$ into a condition on a channel difference:

$$
\text{s–p: }V_p-V_s>-\frac{\hbar^2}{mr^2},
$$

$$
\text{s–d: }V_d-V_s>-\frac{3\hbar^2}{mr^2},\qquad
\text{p–d: }V_d-V_p>-\frac{2\hbar^2}{mr^2}.
$$

At $r=0.5$ bohr, $\hbar^2/(mr^2)=4$ hartree. The three lower limits are therefore −4, −12 and −8 hartree. Silicon has −5.84, −15.31 and

$$
-15.31-(-5.84)=-9.47\ \text{hartree}.
$$

All three matches fail. For the s–p match,

$$
T(0.5)=1+\frac{-5.842}{4}=-0.46 .
$$

The minima of $T$ are −0.469 at 0.467 bohr for s–p, −0.321 at 0.588 bohr for s–d, and −0.319 at 0.651 bohr for p–d.

## Negative $T$ removes the ground state

The failure is a property of the Hamiltonian, not just of the random walk. For the s–p match, $v=V_s$. With $u(r)=rf(r)$, the radial Hamiltonian is

$$
H_l=-\frac{\hbar^2}{2m}\frac{d^2}{dr^2}+V_s(r)
+\hbar^2l(l+1)q(r),
$$

$$
q(r)=\frac1{2mr^2}+w(r)=\frac{T(r)}{2mr^2}.
$$

Take a fixed normalized trial function confined to the region where $q<0$. The first two terms of $H_l$ contribute a fixed number $C$, so

$$
E_l\le C+\hbar^2l(l+1)\langle q\rangle .
$$

Since $\langle q\rangle<0$, this tends to $-\infty$ as $l$ grows. The Hamiltonian has no lower bound and no ground state.

The rate of descent can also be found. The first two terms of $H_l$ are the s-channel Hamiltonian, whose lowest level is $E_s$. Replacing $q$ by its minimum gives

$$
E_l\ge E_s+\hbar^2l(l+1)q_{\min}.
$$

In the upper bound, the trial function can be concentrated as closely as desired around the minimum of $q$. Dividing both bounds by $\hbar^2l(l+1)$ and letting $l\to\infty$ gives

$$
\frac{E_l}{\hbar^2l(l+1)}\longrightarrow q_{\min}.
$$

For silicon, $\hbar^2q_{\min}=-1.381$ hartree. The computed values of $E_l/[l(l+1)]$ are −1.275 hartree at $l=50$ and −1.355 hartree at $l=200$, approaching the limit from above.

The problem appears already at low $l$. For $l=4$, the s–p match gives −2.49 hartree, below the s level at −1.64 hartree. The semilocal potential gives −0.320 hartree for $l=4$. Correct s and p channels therefore do not protect the calculation from a false state in a higher channel.

## What to use for silicon

The semilocal operator has its own difficulty in diffusion Monte Carlo. Relative to the local potential $V_d$, its nonlocal part has the angular kernel

$$
K(\gamma)=\frac1{4\pi}\left[(V_s-V_d)+3(V_p-V_d)\cos\gamma\right],
$$

where $\gamma$ is the angle between the old and new directions. To first order in a time step $\tau$, the amplitude for a move to a different direction is $-\tau K/\hbar$. At $r=0.5$ bohr and $\gamma=90^\circ$, the bracket is $+15.31$ hartree, so the amplitude is negative and cannot serve directly as a probability. This is one reason for seeking a differential replacement; the integrals over spheres are another.

For this silicon potential, however, that replacement cannot be obtained by solving for $v$ and $w$ channel by channel. The ratio condition fails, and each pair match also has negative $T$. One can keep the semilocal operator, with a suitable treatment of its nonlocal moves, or try to construct a different pseudo-Hamiltonian with positivity imposed from the start. In the second case, its levels and scattering properties must be checked afresh, because it will not have the channel potentials of the ccECP.

## Values computed for the example and the checks

```
Si ccECP: core electrons 10, valence charge 4 e
L^2/hbar^2 for l=0,1,2,3: 0 2 6 12
r in bohr; potential differences, D and error in hartree
   r    Vp-Vs     Vd-Vs    ratio       D     min max error
 0.10  -21.6967  -39.1809    1.806   25.9090    4.3182
 0.25  -15.4453  -30.6810    1.986   15.6549    2.6091
 0.50   -5.8419  -15.3135    2.621    2.2120    0.3687
 0.75   -1.8242   -6.3377    3.474   -0.8652    0.1442
 1.00   -0.3150   -2.0508    6.510   -1.1058    0.1843
 1.50    0.0604   -0.0842   -1.394   -0.2653    0.0442
Radii with D = 0 (bohr): 0.6219
Radii with Vp = Vs (bohr): 1.1554
Si3+ lowest levels and errors of the predicted channel
s level, radial grid: -1.63979 hartree
s level, Gaussian basis: -1.63979 hartree
s level, predicted: -1.53937 hartree
s shift: 0.10042 hartree = 2.732 eV
s first-order shift: 0.11244 hartree
p level, radial grid: -1.31464 hartree
p level, Gaussian basis: -1.31464 hartree
p level, predicted: -1.37373 hartree
p shift: -0.05909 hartree = -1.608 eV
p first-order shift: -0.05380 hartree
d level, radial grid: -0.91615 hartree
d level, Gaussian basis: -0.91615 hartree
d level, predicted: -0.83910 hartree
d shift: 0.07705 hartree = 2.097 eV
d first-order shift: 0.11296 hartree
s-p match: min T = -0.4688 (dimensionless) at r = 0.467 bohr
s-d match: min T = -0.3211 (dimensionless) at r = 0.588 bohr
p-d match: min T = -0.3195 (dimensionless) at r = 0.651 bohr
s-p match, limiting E/[l(l+1)]: -1.3808 hartree
s-p match, E/[l(l+1)] at l=50: -1.2748 hartree
s-p match, E/[l(l+1)] at l=200: -1.3546 hartree
First l >= 3 below the s level: 4
s-p matched level at l=4: -2.4876 hartree
Semilocal level at l=4: -0.3200 hartree
```
